# Gap, bunching and four-phonon scattering in a boron-arsenide-like crystal

## The result

Acoustic phonons carry most of the heat in a good insulating conductor, and at lowest order they are scattered in three-phonon events. With a for acoustic and o for optical, an acoustic phonon can take part in three kinds: aaa, aao and aoo. Three features of the spectrum restrict them.

- If the lowest optical frequency exceeds twice the highest acoustic one, aao is impossible.
- If the acoustic branches coincide and their common dispersion is strictly subadditive, aaa is impossible. If they nearly coincide, aaa is reduced.
- If the optical band is narrow, aoo reaches only acoustic phonons of low frequency.

None of these closes the four-phonon exchange $1+2\to3+4$. A conductivity computed from three-phonon scattering alone is therefore too high, all other approximations being the same. The size of the excess depends on how strong four-phonon scattering is relative to all other scattering, including that by grain boundaries.

Boron arsenide has a mass ratio near seven, a large gap, and acoustic branches that are close but not coincident. These features restrict its three-phonon scattering. How much each feature contributes there depends on its own force constants. Below, the contributions are separated in a model crystal with round parameters, whose conductivities are not predictions for boron arsenide. In the model, at the grain size used (about 1 μm), the gap is the decisive restriction; bunching strongly reduces aaa scattering, but its net effect on the conductivity is largely masked by boundary scattering and a change of velocities. This ranking belongs to that grain size: in much larger grains bunching has an effect of comparable size.

## The model and its frequencies

Hartree atomic units are used, with temperature $T$ measured as an energy; conductivities are in W/(m K). Masses $m<M$ alternate on a simple cubic lattice of bond length $a$. Displacement component $\alpha$ is coupled by a spring $K_{\alpha\beta}$ along bonds of direction $\beta$, with $K_{\alpha\beta}=K_L$ for $\alpha=\beta$ and $K_T$ otherwise. Let $S=K_L+2K_T$, and let $q_\beta$ be the phase change per bond. The three components decouple, which makes the algebra short. The price is that the energy is not invariant under rigid rotations, so the model is not a realistic elastic solid.

Each atom has two neighbours per direction. For component $\alpha$, with amplitudes $u$ (light) and $U$ (heavy),

$$m\omega^2u=2Su-2Sc\,U,\qquad M\omega^2U=2SU-2Sc\,u,\qquad c=\frac1S\sum_\beta K_{\alpha\beta}\cos q_\beta .$$

A nonzero solution requires $(2S-m\omega^2)(2S-M\omega^2)=4S^2c^2$. Dividing by $mM$ gives

$$\omega^4-2S\Big(\frac1m+\frac1M\Big)\omega^2+\frac{4S^2(1-c^2)}{mM}=0 .$$

Define $\cos\chi=|c|$ with $0\le\chi\le\pi/2$, and $g=4mM/(m+M)^2$. Solving the quadratic and taking $S(1/m+1/M)$ out of the root,

$$\omega_\mp^2=S\Big(\frac1m+\frac1M\Big)\Big[1\mp\sqrt{1-g\sin^2\chi}\Big].$$

The minus sign is the acoustic branch. At $\chi=\pi/2$ the root equals $(M-m)/(M+m)$, so the band edges there are

$$\max\omega_a^2=\frac{2S}{M},\qquad \min\omega_o^2=\frac{2S}{m}.$$

At $\chi=0$ the acoustic frequency vanishes and $\max\omega_o^2=2S(1/m+1/M)$.

## How scattering limits the conductivity

Let $\boldsymbol\Delta$ be the relative displacement across a bond and $\Delta_\parallel$ its component along the bond. The anharmonic energy per bond is

$$\frac{g_3}{2}\Delta_\parallel|\boldsymbol\Delta|^2+\frac{g_4}{8}|\boldsymbol\Delta|^4 .$$

For a bond along the unit vector $\mathbf n$, the third and fourth derivatives are

$$T_{\alpha\beta\gamma}=g_3(n_\alpha\delta_{\beta\gamma}+n_\beta\delta_{\alpha\gamma}+n_\gamma\delta_{\alpha\beta}),$$

$$T_{\alpha\beta\gamma\delta}=g_4(\delta_{\alpha\beta}\delta_{\gamma\delta}+\delta_{\alpha\gamma}\delta_{\beta\delta}+\delta_{\alpha\delta}\delta_{\beta\gamma}).$$

A phonon with mass-weighted polarization $e_s$ stretches a bond from atom $s$ to atom $s'$ by the amplitude

$$D=\frac{1}{\sqrt{2\omega}}\left(\frac{e_{s'}e^{iq_\beta}}{\sqrt{m_{s'}}}-\frac{e_s}{\sqrt{m_s}}\right).$$

For $N$ cells the vertices are sums over the six bonds of a cell,

$$V_3=N^{-1/2}\sum_bT_bD_1D_2D_3,\qquad V_4=N^{-1}\sum_bT_bD_1D_2D_3D_4,$$

with the momenta adding to zero. The Hamiltonian terms are $\frac16\sum V_3A_1A_2A_3$ and $\frac1{24}\sum V_4A_1A_2A_3A_4$, where $A$ is the sum of a lowering and a raising operator. For different modes, the permutations of the operators cancel the prefactors $1/6$ and $1/24$.

Now let $n_i$ be the occupations. For $1\to2+3$, the forward rate minus the reverse rate contains

$$n_1(1+n_2)(1+n_3)-(1+n_1)n_2n_3=n_1(1+n_2+n_3)-n_2n_3 .$$

For $1+2\to3$ it contains

$$n_1n_2(1+n_3)-(1+n_1)(1+n_2)n_3=n_1(n_2-n_3)-n_3(1+n_2).$$

The coefficient of $n_1$ is the rate at which a small excess in mode 1 relaxes when the other modes stay in equilibrium. This is the relaxation-time approximation. The golden rule then gives

$$\Gamma_3=2\pi\sum_{23}|V_3|^2\Big[\tfrac12(1+n_2+n_3)\delta(\omega_1-\omega_2-\omega_3)+(n_2-n_3)\delta(\omega_1+\omega_2-\omega_3)\Big].$$

The factor $\frac12$ removes the double counting of the two products.

For four phonons the same step gives three population factors:

- splitting $1\to2+3+4$, weight $\frac16$: $(1+n_2)(1+n_3)(1+n_4)-n_2n_3n_4$;
- exchange $1+2\to3+4$, weight $\frac12$: $n_2(1+n_3+n_4)-n_3n_4$;
- recombination $1+2+3\to4$, weight $\frac12$: $n_2n_3-n_4(1+n_2+n_3)$.

In each case the products of three occupations cancel. Since $n\simeq T/\omega$ at high temperature, $\Gamma_3\propto T$ and $\Gamma_4\propto T^2$ for fixed frequencies. The computed powers in the formal high-temperature limit are 1.000 and 2.001.

With grains of length $L$, the total rate is $1/\tau=\Gamma_3+\Gamma_4+|\mathbf v|/L$. The cell volume is $2a^3$. Cubic symmetry turns the sum over three polarizations, for heat flow along one axis, into the sum over three velocity components for one polarization:

$$\kappa=\frac{1}{2a^3}\big\langle C|\mathbf v|^2\tau\big\rangle,\qquad C=\Big(\frac{\omega}{T}\Big)^2n(n+1).$$

Here $\langle\cdot\rangle$ is the zone average over acoustic modes of that polarization, and Boltzmann's constant is restored on conversion. Heat carried by optical phonons, isotope scattering and frequency shifts are left out. So is the second-order effect of the cubic term on four-phonon events.

## First contribution: the gap

An aao event needs $\omega_o=\omega_a+\omega_a'$. The right side is at most $2\sqrt{2S/M}$ and the left side is at least $\sqrt{2S/m}$. The event is therefore impossible if

$$\sqrt{\frac{2S}{m}}>2\sqrt{\frac{2S}{M}}\quad\Longleftrightarrow\quad \frac Mm>4 .$$

This excludes both the merging of two acoustic phonons and the decay of an optical one.

For equal springs the threshold is sharp. Take $t=2\pi/3$ and the momenta $(0,t,t)$ and $(t,0,-t)$, whose sum is $(t,t,0)$. In each of the three, the cosines are $1,-\frac12,-\frac12$ in some order, so $c=0$ and all three phonons sit at their band edges. If $M/m$ is slightly below 4, the two acoustic frequencies together exceed the optical one. Moving the first momentum continuously to zero reverses the inequality, because one acoustic frequency vanishes and the other stays below the optical band. Energy is conserved somewhere on the way.

The example has $m=20000$, $M=140000$, $K_L=0.06$ and $K_T=0.04$, hence $S=0.14$. Then

$$\max\omega_a=\sqrt{\frac{0.28}{140000}}=0.001414,\qquad \min\omega_o=\sqrt{\frac{0.28}{20000}}=0.003742 .$$

Twice the first is 0.002828, well below the second.

To weigh the gap alone, lower every optical frequency by 0.0019 and keep the acoustic frequencies, polarization vectors and anharmonic constants. This is still a harmonic crystal, with longer-ranged forces. Its optical band runs from 0.001842 to 0.002100, within reach of two acoustic phonons. At 300 K the three-phonon conductivity falls from 1200 to 154 W/(m K). The 64 zone points fix so low a value only roughly, so the reduction is by a factor of about seven, give or take one or two. Switching off aao in the altered crystal brings it back to 1200. The loss is thus due to aao.

Lowering the optical band also strengthens four-phonon scattering. In the altered crystal the zone-averaged four-phonon rate is about $3.4\times10^{-6}$, roughly ten times the value of $0.35\times10^{-6}$ in the original. A likely reason is that softer optical modes have larger amplitudes and occupations and are easier to reach, but these causes were not separated. Bringing the optical band within reach of two acoustic phonons does not always have this effect: with the masses used next, the four-phonon rate is about $0.26\times10^{-6}$, no higher than in the original crystal.

A different way to bring the optical band within reach is to change the masses to 60000 and 100000, with the same sum. As in the lowered crystal, a gap between the bands remains, but the lowest optical frequency is no longer twice the highest acoustic one. The three-phonon conductivity is then 395 W/(m K). This comparison mixes two effects, because the acoustic phonons also become faster: the squared velocity weighted by heat capacity rises by a factor 1.70. Combining the new scattering rates with the old velocities and heat capacities gives 230 W/(m K). The faster phonons hide part of the damage.

## Second contribution: acoustic bunching

An aaa event needs $\omega(\mathbf q+\mathbf q')=\omega(\mathbf q)+\omega(\mathbf q')$ with suitable branches. Within one branch of this model it cannot occur, for the following reason.

Assign to each $\mathbf q$ the vector with components $\sqrt{K_{\alpha\beta}/S}\,e^{iq_\beta}$. It has unit length because the springs add to $S$. The real part of the scalar product of the vectors at $\mathbf q$ and $\mathbf q+\mathbf q'$ is

$$\sum_\beta\frac{K_{\alpha\beta}}{S}\cos q'_\beta=c(\mathbf q').$$

Hence $\chi(\mathbf q')=\arccos|c(\mathbf q')|$ is the angle between the lines through these two vectors, whatever $\mathbf q$ is. Angles between lines obey the triangle inequality, so

$$\chi(\mathbf q+\mathbf q')\le\chi(\mathbf q)+\chi(\mathbf q').$$

Next, write the acoustic frequency as a function of $\chi$. Put $\sin2\theta=\sqrt g\sin\chi$ with $0\le2\theta\le\pi/2$. The square root in the dispersion is $\cos2\theta$, and $1-\cos2\theta=2\sin^2\theta$, so

$$\omega_a=\sqrt{2S\Big(\frac1m+\frac1M\Big)}\,\sin\theta\equiv F(\chi).$$

Differentiating the definition of $\theta$ gives

$$\frac{d\theta}{d\chi}=\frac{\sqrt g\cos\chi}{2\sqrt{1-g\sin^2\chi}},\qquad
\Big(\frac{d\theta}{d\chi}\Big)^2=\frac g4\,\frac{1-s}{1-gs},\quad s=\sin^2\chi .$$

The derivative of the last fraction with respect to $s$ is $-(1-g)/(1-gs)^2<0$. Thus $\theta$ is increasing and concave in $\chi$. The sine is increasing and strictly concave here, so $F$ is increasing and strictly concave, with $F(0)=0$.

Let $x=\chi(\mathbf q)$ and $y=\chi(\mathbf q')$ be positive. Strict concavity makes $F(x)/x$ decrease. If $x+y\le\pi/2$, then

$$F(x)+F(y)>\frac{x}{x+y}F(x+y)+\frac{y}{x+y}F(x+y)=F(x+y).$$

If $x+y>\pi/2$, then

$$F(x)+F(y)\ge\frac{x+y}{\pi/2}F(\pi/2)>F(\pi/2).$$

Because $F$ is increasing, both cases give

$$\omega_a(\mathbf q+\mathbf q')<\omega_a(\mathbf q)+\omega_a(\mathbf q').$$

Umklapp events are included, since $\chi$ has the periodicity of the reciprocal lattice. If $K_L=K_T$, the three branches coincide and no aaa event remains, neither decay nor coalescence.

Splitting the branches reopens the channel. At long wavelength $1-c^2\simeq\sum_\beta K_{\alpha\beta}q_\beta^2/S$, so

$$\omega_a^2\simeq\frac{2}{m+M}\sum_\beta K_{\alpha\beta}q_\beta^2 .$$

Along $x$, the $x$-polarized phonon is faster than the $y$-polarized one by $\sqrt{K_L/K_T}=\sqrt{1.5}\simeq1.22$. In this long-wavelength limit, two $y$ phonons with half its momentum each have too little energy. Giving them opposite transverse momenta raises their energy until it matches.

For comparison, take a strongly split crystal with $K_L=0.10$, $K_T=0.02$ and the same $S$. The fraction of random momentum pairs with $\omega_y+\omega_y<\omega_x$ is about 0.01 percent in the main crystal and 0.4 percent in the split one. The zone-averaged aaa rates are $0.017\times10^{-6}$ and $0.132\times10^{-6}$, so near-bunching reduces the rate by a factor of about eight. The factor is rough. A perfectly bunched crystal, whose true aaa rate is zero, shows $0.006\times10^{-6}$ because energy conservation is broadened numerically. An error of that size is about a third of the main crystal's rate. With denser sampling and a broadening eight times narrower, the false rate disappears and the two rates settle near $0.011\times10^{-6}$ and $0.143\times10^{-6}$, a factor of about 13.

The conductivities do not follow the rates. The three-phonon values of the main and split crystals are both 1200 W/(m K). The exact agreement is accidental: with half the energy broadening and other sampling points the main value is 1287, and with denser sampling and narrower broadening the main and split values become about 1270 and 1120, each uncertain by a few tens, so the main crystal lies some 10 to 15 percent higher. The program's test that the main value is the larger passes by only 0.2 W/(m K), so it is no evidence that removing the bunching lowers the conductivity. The reason for the near equality is a second change. Since $\omega_a$ depends on $\mathbf q$ through $c^2$, its gradient is proportional to $c\,\nabla c$. Averaging over the zone,

$$\langle c^2\rangle=\langle|\nabla c|^2\rangle=\frac{1}{2S^2}\sum_\beta K_{\alpha\beta}^2 .$$

The sum of squared springs is $0.0108$ in the split crystal and $0.0068$ in the main one. Typical values of $c$ and of $\nabla c$ each grow by the square root of the ratio 1.59, which suggests that typical velocities grow by a factor near 1.6. This is a rough estimate, because the gradient contains further factors that depend on $c$. It can be compared with the values obtained when aaa is absent: 2229 W/(m K) in the split crystal and 1401 in the perfectly bunched one, a ratio of 1.59. These are averages over only 64 zone points; on a fine mesh the values are 2196 and 1443, a ratio of 1.52. The sum of squared springs in the perfectly bunched crystal is 0.0065, so the estimate for this pair is 1.65, about 9 percent too high. Likewise the mean speed in the split crystal exceeds that in the main one by a factor 1.46 rather than 1.6. In that case grain boundaries do most of the scattering, and $\kappa\propto L\langle C|\mathbf v|\rangle$ is linear in velocity.

The effect of aaa is therefore best read within each crystal. It takes about half from the split crystal: the 64-point values give $1-1199/2229=0.46$, the better converged ones $1-1120/2196\simeq0.49$. It takes about 15 percent from the main crystal, whose value without aaa is 1489 W/(m K) on a fine mesh. Bunching does restrict aaa, but at this grain size the slower phonons offset most of its benefit. In much larger grains the change of rate outweighs the change of velocity: with grains a hundred times larger the three-phonon values are roughly $2\times10^4$ W/(m K) in the main crystal and $4\times10^3$ in the split one. These figures are good to one digit only, and the main value is still rising with grain size there.

## Third contribution: the narrow optical band

In an aoo event the acoustic phonon supplies the difference of two optical frequencies. Hence

$$\omega_a\le\sqrt{2S\Big(\frac1m+\frac1M\Big)}-\sqrt{\frac{2S}{m}}=0.004000-0.003742=0.000258,$$

which is 0.183 of the highest acoustic frequency. Few modes lie below this limit. By the long-wavelength dispersion they fill an ellipsoid of volume

$$\frac{4\pi}{3}\,\frac{[\omega^2(m+M)/2]^{3/2}}{\sqrt{K_LK_T^2}}\simeq0.17 .$$

The zone volume is $(2\pi)^3/2\simeq124$, so the fraction is about 0.1 percent. The averaged aoo rate vanishes at the printed precision. The small fraction is not the only cause. Within one polarization, $\omega_a^2+\omega_o^2$ has the same value at every momentum. For two momenta, labelled 1 and 2, that differ by $\mathbf q$, this gives

$$|\omega_{o1}-\omega_{o2}|=|\omega_{a1}-\omega_{a2}|\,\frac{\omega_{a1}+\omega_{a2}}{\omega_{o1}+\omega_{o2}} .$$

The fraction is below one, and subadditivity gives $|\omega_{a1}-\omega_{a2}|\le\omega_a(\mathbf q)$. The optical difference is therefore always smaller than $\omega_a(\mathbf q)$, and aoo is impossible when all three phonons have the same polarization. If $K_L=K_T$, it is impossible altogether. With split branches, only events that involve different polarizations can remain. In the main crystal they stop near $\omega_a\simeq0.00006$, close to the largest splitting between optical polarizations and about a quarter of the bandwidth bound. The bandwidth is thus not the operative limit in this model, and none of the control crystals isolates its contribution. A wide optical band would raise the frequency limit even with a large gap.

## What four-phonon scattering takes back

Consider $1+2\to3+4$ with phonons 1 and 3 on one branch and 2 and 4 on another, or all on the same branch. With $\mathbf q_4=\mathbf q_1+\mathbf q_2-\mathbf q_3$, energy is conserved at the trivial point $\mathbf q_3=\mathbf q_1$. The gradient of the final energy with respect to $\mathbf q_3$ at that point is $\mathbf v_1-\mathbf v_2$. If it is nonzero, a whole surface of solutions passes through the trivial point, and nearby solutions are real scattering events. The argument needs neither branch splitting nor a small gap, and it holds for two acoustic phonons as well as for an acoustic and an optical one.

The rates agree with this. At the same energy broadening, the four-phonon rate is about $0.35\times10^{-6}$ in both the perfectly bunched and the main crystal. Halving the broadening raises this rate by about ten percent and quartering it by about fifteen (twenty in the crystal with lowered optical band), so further digits have no meaning. In the main crystal, 69 percent of the rate involves acoustic phonons alone, 8 percent one optical partner, and 23 percent two. Going from the split to the main crystal lowers the computed four-phonon rate by roughly a third, while the aaa rate drops by a factor of about ten.

The conductivities, with $a=4$, $g_3=-0.05$, $g_4=0.1$ and $L=20000$, are:

| Crystal | Three-phonon | Three and four |
|---|---:|---:|
| Main, 300 K | 1200 | 527 |
| Main, 600 K | 1167 | 265 |
| Split, 300 K | 1199 | 448 |
| Optical lowered, 300 K | 154 | 69 |

At 300 K four-phonon scattering removes $1-527.5/1199.6=56$ percent of the three-phonon value in the main crystal. At 600 K it removes 77 percent. A second calculation with half the energy broadening and other sampling points gives 1287 and 551 W/(m K) at 300 K. The three-phonon value is therefore uncertain by at least 7 percent, while the reduction hardly moves.

The three-phonon value changes little between 300 and 600 K, although its intrinsic scattering rate grows with temperature. One reason is that the heat capacity of the modes still rises in this range. The main reason is that the grains do most of the scattering, so this is not a bulk conductivity. Once four-phonon scattering is included, doubling the temperature halves the result. The percentage reduction at each temperature belongs to this grain size and to these values of $g_3$ and $g_4$.

## Carrying the argument to boron arsenide

In a first-principles calculation, the springs and the constants $g_3$ and $g_4$ are replaced by second, third and fourth derivatives of the computed total energy, and the polarization vectors no longer decouple. The energy condition for the gap carries over unchanged: it needs only the two band edges. The proof for bunched branches belongs to the present dispersion, so in a real crystal subadditivity has to be checked on the computed branches. Near-bunching then means a small aaa phase space, not an empty one.

Small phase space also does not fix the rate, because the vertices enter squared. Moreover, the relaxation-time approximation treats momentum-conserving collisions as fully resistive, which can underestimate the conductivity when they are frequent; the linearized Boltzmann equation then has to be solved. With these provisos, the weak three-phonon scattering of boron arsenide and the importance of its four-phonon scattering share a main cause: the spectrum closes or narrows the lower-order channels and leaves the next order open.

The rates, conductivities and control cases appear in the numerical output below.

## Values computed for the example and the checks

```
Light, heavy mass: 20000, 140000 electron masses
Springs KL, KT: 0.060, 0.040 hartree/bohr^2
Cubic g3: -0.050 hartree/bohr^3; quartic g4: 0.100 hartree/bohr^4
Bond length, grain length: 4.0, 20000 bohr
Thermal energy at 300 K: 0.000950 hartree
Highest acoustic frequency: 0.001414 a.u.
Twice highest acoustic frequency: 0.002828 a.u.
Lowest, highest optical frequency: 0.003742, 0.004000 a.u.
Optical bandwidth: 0.000258 a.u.
Bandwidth / highest acoustic frequency: 0.183
Split control KL, KT: 0.100, 0.020 hartree/bohr^2
Lowered control: optical frequencies reduced by 0.0019 a.u., to 0.001842-0.002100 a.u.
Mass control: 60000, 100000 electron masses
Ideal control common spring: 0.04667 hartree/bohr^2
Pairs with w_y+w_y < w_x, main: 0.012 percent
Pairs with w_y+w_y < w_x, split: 0.397 percent
Zone-averaged acoustic rates at 300 K, in 1e-6 a.u.:
  main: aaa 0.0168, aao 0.0000, aoo 0.0000, four-phonon 0.3454
  split: aaa 0.1318, aao 0.0000, aoo 0.0000, four-phonon 0.5230
  lowered: aaa 0.0168, aao 0.8528, aoo 0.0000, four-phonon 3.4024
  masses: aaa 0.0637, aao 0.3788, aoo 0.0000, four-phonon 0.2637
  ideal: aaa 0.0060, aao 0.0000, aoo 0.0000, four-phonon 0.3459
  (ideal aaa is purely a broadening error; its true value is zero)
aaa rate, main/split: 0.128
Four-phonon rate, main/split: 0.660
Main four-phonon share with 0,1,2,3 optical partners: 69.0, 7.8, 23.3, 0.0 percent
Acoustic conductivity, three-phonon then three+four, W/(m K):
  main 300 K: 1199.6, 527.5
  main 600 K: 1166.7, 264.9
  split 300 K: 1199.4, 448.1
  lowered 300 K: 154.2, 69.2
  masses 300 K: 394.6, 303.4
  ideal 300 K, aaa set to zero: 1401.1, 613.7
  main check, half broadening, new points: 1287.4, 551.0
Lowered, three-phonon with aao removed: 1199.5 W/(m K)
Masses, three-phonon with aao removed: 1392.6 W/(m K)
Heat-capacity-weighted squared velocity, masses/main: 1.697
Masses three-phonon rates with main velocities and heat capacities: 229.6 W/(m K)
Split, three-phonon with aaa removed: 2229.1 W/(m K)
Main four-phonon reduction at 300 K: 56.0 percent
Main four-phonon reduction at 600 K: 77.3 percent
High-temperature powers, three and four: 1.000, 2.001
```
